The Grünewald transformation: from transfer curve to thermally broadened subgap density

**1. The decision at stake**

A simulation of a thin-film transistor needs the density of gap states g(E) as input. One may take it from a measured transfer curve, or fit it together with interface states, film thickness and flat-band voltage. The first course is quick, but it is sound only if the curve determines the surface potential and if the resulting density may be entered as g(E). The Grünewald transformation settles both questions under definite conditions. Homogeneous film states and negligible interface charge are two of them, but they are not sufficient, and what comes out is g(E) broadened by temperature.

**2. Model and conventions**

The algebra uses atomic units, with e = 1 and 4πε₀ = 1. Temperature enters as the thermal energy T. Numbers are in eV and angstrom. For them, each 4π that multiplies a charge density becomes 4πC, where C = 14.3996 eV Å is the Coulomb constant. Gate voltages are given in V.

The film occupies 0 < x < L, with the insulator at x = 0. Film and insulator have dielectric constants κ_s and κ_i, and the insulator has thickness t. U is the gate voltage above flat band. The electrostatic potential φ(x) is zero at flat band, and an electron's energy is lowered by φ. We treat accumulation, U > 0 and φ ≥ 0, and write φ_s = φ(0).

Let E be the energy of a state relative to the flat-band Fermi level, before the bands are bent. In equilibrium its occupation is f(E − φ), with f(u) = 1/[1 + exp(u/T)]. The electron density in excess of the neutral flat-band state is

n(φ) = ∫ g(E) [f(E − φ) − f(E)] dE.

Homogeneity means that g does not depend on x, so n depends on position through φ alone. The charge density is −n, and Poisson's equation reads

φ″ = 4πn(φ)/κ_s.

The field F = −φ′ points into the film. No charge lies behind the film, so F(L) = 0. Without interface charge, continuity of the displacement gives, with F_s = F(0),

κ_i(U − φ_s)/t = κ_s F_s.  (1)

The current is measured at small drain voltage, through ohmic contacts, and is carried by band electrons of constant mobility. If they are nondegenerate and follow the local potential classically, their density is proportional to exp(φ/T); section 10 gives the limits of both assumptions. The conductance divided by its flat-band value is then

γ = (1/L) ∫₀^L exp(φ/T) dx.

The mobility and the channel dimensions have cancelled. With h(φ) = exp(φ/T) − 1,

γ − 1 = (1/L) ∫₀^L h(φ) dx.  (2)

**3. The field as a function of potential**

Multiply Poisson's equation by φ′. The left side becomes the derivative of φ′²/2, and the right side the derivative of (4π/κ_s)∫n dφ. Integrate from the back, where the field vanishes and the potential is φ_b:

F² = (8π/κ_s) ∫_{φ_b}^{φ} n(φ′) dφ′.  (3)

Now let the film be thick enough that φ_b may be set to zero. F is then a function of φ alone, the same function at every gate voltage. Differentiating (3) at the interface gives

n(φ_s) = (κ_s/8π) d(F_s²)/dφ_s.  (4)

A thick film is measured against a screening length. For small φ, n ≈ D₀φ with D₀ = dn/dφ at φ = 0, so φ″ = φ/λ² with

λ² = κ_s/(4πD₀).

**4. From conductance to surface potential**

Since φ falls with depth, dx = −dφ/F. In the thick film, (2) becomes

L(γ − 1) = ∫₀^{φ_s} [h(φ)/F(φ)] dφ.

The integral converges at its lower end, where h ≈ φ/T and F ≈ φ/λ. The gate voltage enters only through the upper limit, because F(φ) is a fixed function. Hence

L dγ = [h(φ_s)/F_s] dφ_s, or F_s L dγ = h(φ_s) dφ_s.

The unknown function n has disappeared: the field at the interface is known from (1). Insert it and integrate from flat band, where φ_s = 0 and γ = 1. With H(φ) = ∫₀^φ h dφ′,

H(φ_s) = T[exp(φ_s/T) − 1] − φ_s = A ∫₀^U (U′ − φ_s(U′)) (dγ/dU′) dU′,  (5)

A = κ_i L/(κ_s t).

Because H′ = h > 0 for φ > 0, each positive value of the right side belongs to one positive φ_s. The potential also stands on the right, so (5) is solved by iteration, starting there with φ_s = 0.

The weak-bias limit shows how fast this converges. There F_s = φ_s/λ, and (1) gives

U = sφ_s, s = 1 + κ_s t/(κ_i λ).

Suppose that a trial potential is (1 + ε)φ_s with small ε. The factor U − φ_s on the right of (5) changes from (s − 1)φ_s to (s − 1 − ε)φ_s, so the right side is multiplied by 1 − ε/(s − 1). Since H ≈ φ²/(2T), the new potential is φ_s[1 − ε/(2(s − 1))]. One pass multiplies the relative error by −1/[2(s − 1)], which is small when most of the gate voltage drops across the insulator.

**5. From charge to density of states**

From (1), dF_s/dφ_s = κ_i(dU/dφ_s − 1)/(κ_s t). Equation (4) then becomes

n(φ_s) = κ_i F_s (dU/dφ_s − 1)/(4πt).  (6)

Differentiate the definition of n. Since ∂f(E − φ)/∂φ = −f′(E − φ),

D(φ) ≡ dn/dφ = ∫ g(E) [−f′(E − φ)] dE.  (7)

The measured density D(φ_s) therefore belongs at the energy E = φ_s above the flat-band Fermi level, and it is an average of g around that energy. The weight −f′ has unit area. Its effect on an exponential follows by partial integration, for 0 < bT < 1:

∫ exp(bu) [−f′(u)] du = b ∫ exp(bu) f(u) du.

With v = exp(u/T) the right side is bT ∫₀^∞ v^(bT−1)/(1 + v) dv, a standard integral, so that

∫ exp(bu) [−f′(u)] du = πbT/sin(πbT).  (8)

Expanding both sides to order b² gives the variance of the weight, π²T²/3. If g varies slowly over T, a Taylor expansion in (7) gives

D ≈ g + (π²T²/6) g″.

A peak, where g″ < 0, is lowered; a convex tail is raised. For an exponential tail exp(E/w), set b = 1/w in (8): the transformation returns the right slope but a density too large by (πT/w)/sin(πT/w). This factor diverges as w falls to T. For w well below T the integral is controlled by states near the upper end of the tail. As long as φ lies several T below that end, −f′(E − φ) ≈ exp[(φ − E)/T]/T for these states. The tail's contribution to D then grows nearly as exp(φ/T), with a logarithmic slope almost independent of w (its magnitude still depends on w), and the tail width can no longer be read from the slope.

**6. A worked curve**

The parameters are round model values and represent no particular material. T = 0.025 eV, L = t = 1000 Å, κ_s = 10 and κ_i = 4. The density of states is the sum of

- a background of 5 × 10⁻⁶ eV⁻¹ Å⁻³;
- a Gaussian of height 1 × 10⁻⁵ eV⁻¹ Å⁻³, centred at 0.22 eV, with standard deviation 0.06 eV;
- a tail 10⁻³ exp[(E − 0.60 eV)/(0.06 eV)] eV⁻¹ Å⁻³, held constant above the band edge at 0.60 eV.

Quadrature of (7) at φ = 0 gives λ = 103 Å, so L/λ = 9.7. Poisson's equation was solved by finite volumes and Newton iteration for surface potentials up to 0.45 eV, with zero field at the back. Equations (1) and (2) turned the solutions into a noise-free transfer curve, which was interpolated to 601 equally spaced gate voltages. From that curve the potential was extracted with (5), the field with (1), n with (4) and D as dn/dφ, with splines for integrals and derivatives.

Take U = 5.7445 V, where γ = 41.8. The prefactor is A = 4 × 1000/(10 × 1000) = 0.4, and the right side of (5) is 74.299 eV. The potential φ_s = 0.2000 eV satisfies it:

0.025 × [exp(8) − 1] − 0.2 = 74.524 − 0.025 − 0.2 = 74.299 eV.

The field follows from (1):

F_s = 4 × (5.7445 − 0.2000)/(10 × 1000) = 2.218 × 10⁻³ eV/Å.

The slope of the extracted potential gives dU/dφ_s = 35.435. Equation (6), with 4πC = 180.95 eV Å, yields

n = 4 × 2.218 × 10⁻³ × 34.435/(180.95 × 1000) = 1.688 × 10⁻⁶ Å⁻³.

Differentiating n gives D = 1.45 × 10⁻⁵ eV⁻¹ Å⁻³, or 1.45 × 10¹⁹ eV⁻¹ cm⁻³. Four points of the curve, with D and g in 10⁻⁵ eV⁻¹ Å⁻³, are:

φ_s = 0.1 eV: U = 2.61 V, D = 0.749, g = 0.659
φ_s = 0.2 eV: U = 5.74 V, D = 1.453, g = 1.573
φ_s = 0.3 eV: U = 9.62 V, D = 1.860, g = 1.585
φ_s = 0.4 eV: U = 14.20 V, D = 5.356, g = 4.079

Between 0.03 and 0.43 eV, the extracted D differs from direct quadrature of (7) by at most about 0.001 % of the latter. The much larger differences between D and g are thermal. The weight has a standard deviation of πT/√3 = 0.045 eV, comparable with the width of the Gaussian. At the peak centre D is 1.55 and g is 1.68 in the same units, a reduction of 8 %.

At 0.4 eV the tail dominates. Here T/w = 0.417, and the factor from (8) is 1.355. The tail contributes 3.57 to g and the background 0.50, so one expects D ≈ 1.355 × 3.57 + 0.50 = 5.34. The extracted value is 5.36; the estimate leaves out the flank of the Gaussian and the end of the tail at the band edge. Entering D as g in a simulator would overstate the states at this energy by 31 %. The safer course is to compare D with a model g broadened by (7).

Measured curves have noise, and D requires a second derivative of F_s² with respect to φ_s. If values of F_s² at equal potential steps δ have independent errors of standard deviation σ, the second difference has error √(1 + 4 + 1) σ/δ² = √6 σ/δ². Halving the step quadruples the error, while thermal broadening limits the detail that can be gained.

**7. Neglecting φ_s beside U**

A simpler form of the transformation replaces U − φ_s by U. Partial integration of (5), whose boundary term vanishes at U = 0, then gives a potential φ_u directly:

H(φ_u) = A [Uγ(U) − ∫₀^U γ dU′].

To find the error, compare the differential forms h(φ_u)dφ_u = AU dγ and h(φ_s)dφ_s = A(U − φ_s)dγ:

h(φ_u) dφ_u = [U/(U − φ_s)] h(φ_s) dφ_s.

The bracket exceeds one, so φ_u is too large. At weak bias the bracket is s/(s − 1) and h is linear. Integration gives φ_u = φ_s√[s/(s − 1)]. Here s = 1 + 10 × 1000/(4 × 103.2) = 25.2, and the factor is 1.020.

The density is also changed. The assumed field is κ_i sφ_s/(κ_s t) instead of κ_i(s − 1)φ_s/(κ_s t). By (4), the slope of n is proportional to (field/potential)², so it is multiplied by

[s/(s − 1)]² × (s − 1)/s = s/(s − 1) = 1.041.

At strong bias H ≈ T exp(φ/T). The integral is dominated by the last few T of potential, over which the bracket varies little. Thus φ_u − φ_s ≈ T ln[U/(U − φ_s)]. At the end of the sweep, U = 17.25 V and φ_s = 0.45 eV, this gives 6.6 × 10⁻⁴ eV; the transformed curve gives 6.9 × 10⁻⁴ eV. The potential is hardly affected, yet the largest error in D between 0.03 and 0.43 eV is 7 % of the broadened density at the same extracted potential. Iterating (5) removes this error at little cost.

**8. A film that is too thin**

If φ_b is not negligible, differentiation of (3) at the interface gives

(κ_s/8π) d(F_s²)/dφ_s = n(φ_s) − n(φ_b) dφ_b/dφ_s.

The field is then no longer the same function of potential at every bias, and the step from (2) to (5) fails as well. The weak-bias case can be solved. With zero field at the back,

φ = φ_s cosh[(L − x)/λ]/cosh(L/λ).

Write τ = tanh(L/λ). Differentiation at x = 0 gives F_s = τφ_s/λ. Integration of h ≈ φ/T gives L(γ − 1) = τλφ_s/T. Hence

F_s L dγ = τ² φ_s dφ_s/T.

The transformation equates the integral of this to φ_app²/(2T), where φ_app is the apparent potential. Therefore

φ_app = φ_s tanh(L/λ).

This neglects the small change caused by using φ_app instead of φ_s in the insulator drop. In the same approximation F_s = φ_app/λ, so (4) gives n_app = D₀φ_app: the initial density of states is right although the potential is not. For a thick film the relative potential error is 1 − τ ≈ 2exp(−2L/λ).

A film of 150 Å with the same states has L/λ = 1.45 and τ = 0.896. A simulated curve, taken at the second of 600 equal gate steps, gives φ_app/φ_s = 0.905 and an initial density 0.986 of the true one. Both laws hold for vanishing bias and neglect the change in the insulator drop; at this finite step they are met to within 0.01 and 0.02.

Over the whole sweep the potential error stays below 0.0015 eV, but D is wrong by up to 25 % between 0.03 and 0.43 eV, relative to the broadened density at the extracted potential. A small error in potential does not guarantee a small error in density.

**9. Interface charge and the flat-band voltage**

Let Q(φ_s) be the number of excess electrons per unit area held at the interface. Equation (1) becomes

κ_i(U − φ_s)/t = κ_s F_s + 4πQ.

If Q is constant, it can be absorbed by shifting U by 4πQt/κ_i. A fixed charge is therefore harmless when the flat-band voltage is known. If Q changes with bias, an analysis based on (1) uses the field F_app ≈ F_s + 4πQ/κ_s, again apart from the small change in the insulator drop.

The true and apparent potentials obey h(φ_s)dφ_s = F_s L dγ and h(φ_app)dφ_app = F_app L dγ. Dividing,

dφ_app/dφ_s = (F_app/F_s) h(φ_s)/h(φ_app).

Put this into n_app = (κ_s/4π) F_app (dF_app/dφ_s)/(dφ_app/dφ_s). The factor F_app cancels:

n_app = [h(φ_app)/h(φ_s)] (κ_s/4π) F_s [dF_s/dφ_s + (4π/κ_s) dQ/dφ_s]
      = [h(φ_app)/h(φ_s)] [n(φ_s) + F_s dQ/dφ_s].  (9)

Interface states thus appear as bulk states in two ways: through their own charge, weighted by the field, and through the shifted potential.

Add 10⁻⁴ interface states per eV and Å² to the 1000 Å film. At φ_s = 0.200 eV the extracted potential is 0.204 eV. The second term of (9) is 2.22 × 10⁻³ × 10⁻⁴ = 0.22 × 10⁻⁶ Å⁻³, to be added to n = 1.69 × 10⁻⁶ Å⁻³. The prefactor is close to exp(0.0039/0.025) = 1.17, so n_app ≈ 2.23 × 10⁻⁶ Å⁻³, in agreement with the transformed curve. A density that should read 1.45 × 10⁻⁵ at 0.200 eV appears as 1.83 × 10⁻⁵ eV⁻¹ Å⁻³ at 0.204 eV. The transfer curve alone does not reveal this: the analysis returns a plausible bulk density either way.

The flat-band voltage matters because (5) starts there. If it is set 1.0 V too high in the example without interface states, the bands are already bent at the assumed origin and γ is divided by the wrong conductance. The error in D, largest at the low-energy end, then exceeds 36 % between 0.03 and 0.43 eV, on the same relative measure as before.

**10. The upper end of the sweep**

The factor exp(φ/T) in (2) requires the Fermi level to stay below the band edge E_c. For a constant band density, the number of free electrons is proportional to

∫_{E_c}^∞ f(E − φ) dE = T ln(1 + η), η = exp[(φ − E_c)/T],

whereas Boltzmann statistics gives Tη. For small η the relative deficit is η/2. At φ_s = 0.45 eV, η = exp(−6), and the deficit is 0.12 %. The derivatives in (4) and (7) magnify it: in the example the resulting error in D is about three times as large, 0.4 % at 0.45 eV. The deficit grows by a factor e for each further T of band bending, so points close to the band edge should be discarded.

Equation (2) also treats the carrier density as a local function of φ. The conducting layer has a thickness of order T/F_s, which is 0.025/(2.218 × 10⁻³) = 11 Å at φ_s = 0.2 eV and below 5 Å at 0.4 eV. The thermal wavelength √(2πħ²/mT) is 44 Å for the free-electron mass. Where band electrons are coherent over such distances, confinement at the interface changes (2) well before degeneracy does; in a strongly disordered film the local form is an assumption of the model. In either case constant mobility and homogeneity must hold within the first nanometre or two of the film.

For the decision posed at the start, a transfer curve may supply the density when the film is homogeneous, the conductance obeys (2), L is several λ, the flat-band voltage is known independently, and bias-dependent interface charge is excluded by other evidence. What it supplies is D. A simulator should receive a g whose thermal average (7) reproduces that D. This does not fix g uniquely: by (8) with b = ik, a ripple cos(kE) in g is damped by πkT/sinh(πkT), about 10⁻³ for a period of 2T, so structure that fine must come from a model or from other data.
